# Optimal leg resistance of a thermoelectric generator with fixed external thermal resistance

A thermoelectric module placed between a hot chip lid and a heat sink can turn a little of the chip's waste heat into electrical power. The designer can choose how long to make its legs. Very short legs conduct heat so well that almost the whole temperature difference falls across the interface layers and the sink, and little is left to drive the generator. Very long legs take most of the temperature difference, but they carry little heat and have a large electrical resistance. Somewhere between lies the length that gives most power. One might expect it where the thermal resistance of the legs equals that of everything outside them, but the electrical current itself carries heat through the legs, and this shifts the answer.

Let the lid be held at \(T_H\) and the air at \(T_C\), with \(\Delta T=T_H-T_C\) and mean temperature \(T=(T_H+T_C)/2\). Everything in the heat path outside the legs, on both sides, has the fixed total thermal resistance \(\Theta\). The module has \(n\) legs, alternately p-type and n-type, thermally in parallel and electrically in series. Each has length \(L\), cross-section \(A\), thermal conductivity \(k\), electrical resistivity \(\rho\) and a Seebeck coefficient of magnitude \(s\), all independent of temperature. For now there are no contact resistances, and no heat bypasses the legs.

Consider one leg, with the coordinate \(y\) running from the hot junction at \(T_h\) to the cold junction at \(T_c\), and let \(\Delta T_g=T_h-T_c\). A constant Seebeck coefficient gives no Thomson heat, so in the steady state conduction has to remove only the Joule heat:

\[
k\frac{d^2T}{dy^2}+\rho\frac{I^2}{A^2}=0 .
\]

The solution with the two given end temperatures is

\[
T(y)=T_h-\Delta T_g\frac{y}{L}+\frac{\rho I^2}{2kA^2}\,y(L-y).
\]

The conducted heat is \(-kA\,dT/dy\). At \(y=0\) it equals \(kA\Delta T_g/L-I^2\rho L/(2A)\), and at \(y=L\) the Joule term has the opposite sign: half the Joule heat leaves through each end. The current also carries Peltier heat. In a p-type leg the generated current runs from hot to cold; in an n-type leg both the current direction and the sign of the Seebeck coefficient are reversed. In both, therefore, the Peltier heat runs from hot to cold and has magnitude \(sTI\) at local temperature \(T\).

Adding the legs gives the module quantities

\[
S=ns,\qquad R=\frac{n\rho L}{A},\qquad K=\frac{nkA}{L},
\]

and the heat entering at the hot junctions and leaving at the cold ones:

\[
Q_h=K\Delta T_g+ST_hI-\tfrac12I^2R,\qquad
Q_c=K\Delta T_g+ST_cI+\tfrac12I^2R .
\]

Their difference, \(I(S\Delta T_g-IR)\), is the electrical power delivered to the load, as energy conservation requires.

The open-circuit thermal resistance of the legs is \(\theta=1/K\), because at \(I=0\) only conduction remains. The figure of merit is

\[
Z=\frac{S^2}{KR}=\frac{n^2s^2}{n^2k\rho}=\frac{s^2}{k\rho}.
\]

It depends on the material and not on \(n\), \(L\) or \(A\). A change of leg geometry therefore changes \(\theta\) at constant \(Z\), and \(S^2/R=ZK=Z/\theta\).

Write the load resistance as \(R_L=mR\). The circuit equation \(S\Delta T_g=I(R+R_L)\) gives

\[
I=\frac{S\Delta T_g}{R(1+m)} .
\]

The current is of first order in the temperature difference. The Joule heat is then of second order, and so is the change made by replacing \(T_h\) or \(T_c\) by \(T\) in the Peltier terms. The Peltier heat \(STI\) itself is of first order, like conduction, and has to be kept. To first order, one heat flow \(Q\) passes through the whole chain:

\[
Q=\frac{\Delta T_g}{\theta}+\frac{S^2T\,\Delta T_g}{R(1+m)}
=\frac{\Delta T_g}{\theta}\left(1+\frac{ZT}{1+m}\right)
=\frac{\Delta T_g}{\theta}\,\frac{1+m+ZT}{1+m}.
\]

The rest of the temperature difference falls across the external resistance, so \(\Delta T-\Delta T_g=\Theta Q\). Inserting \(Q\) and solving for \(\Delta T_g\) gives

\[
\Delta T_g=\Delta T\,\frac{\theta(1+m)}{\theta(1+m)+\Theta(1+m+ZT)} .
\]

The power in the load is

\[
P=I^2mR=\frac{S^2\Delta T_g^2}{R}\frac{m}{(1+m)^2}
=\frac{Z\Delta T_g^2}{\theta}\frac{m}{(1+m)^2}.
\]

Substitute \(\Delta T_g\), so that the factor \((1+m)^2\) cancels, and set \(x=\theta/\Theta\) and \(a=1+ZT\). Then

\[
P=\frac{Z\Delta T^2}{\Theta}\,\frac{xm}{D^2},\qquad
D=x(1+m)+m+a=xm+x+m+a .
\]

The expression is unchanged when \(x\) and \(m\) are exchanged: the thermal ratio and the electrical ratio enter in the same way. This suggests completing squares in a symmetric form,

\[
D=(\sqrt x-\sqrt m)^2+(\sqrt{xm}-\sqrt a)^2+2\sqrt{xm}\,(1+\sqrt a).
\]

To check it, expand the right side. The first square gives \(x+m-2\sqrt{xm}\), the second gives \(xm+a-2\sqrt a\sqrt{xm}\), and the last term cancels both negative pieces. Since squares are not negative, \(D\ge2\sqrt{xm}\,(1+\sqrt a)\), and so

\[
P\le\frac{Z\Delta T^2}{4\Theta(1+\sqrt a)^2}.
\]

Equality needs both squares to vanish, which means \(x=m\) and \(xm=a\). The maximum over all positive \(x\) and \(m\) is therefore unique and lies at

\[
\theta=\Theta\sqrt{1+ZT},\qquad R_L=R\sqrt{1+ZT}.
\]

With \(ZT=a-1=(\sqrt a-1)(\sqrt a+1)\), its height becomes

\[
P_{\max}=\frac{\Delta T^2}{4\Theta T}\,
\frac{\sqrt{1+ZT}-1}{\sqrt{1+ZT}+1}.
\]

These formulas hold to leading order in \(\Delta T/T\). As a test, the equations for \(Q_h\) and \(Q_c\), with Joule heat and separate junction temperatures, were maximized numerically at \(\Delta T=0.01\) K. This was done for \(ZT=0.2\), \(0.867\) and \(3\), with 20, 50 and 90 % of \(\Theta\) on the hot side. The ratios \(x\) and \(m\), the power and the junction temperature difference agreed with the formulas within a relative deviation of \(5.4\times10^{-6}\).

The result is still a matching condition, but for the legs as they work under load. Their loaded thermal resistance is

\[
\frac{\Delta T_g}{Q}=\theta\,\frac{1+m}{1+m+ZT}.
\]

At the optimum \(ZT=m^2-1\), so the denominator is \(m+m^2=m(1+m)\), and the loaded resistance is \(\theta/m=\Theta\). Half of \(\Delta T\) then falls across the legs. Peltier heat lowers the resistance of the legs when current flows, so their open-circuit resistance has to be larger than \(\Theta\) by the factor \(\sqrt{1+ZT}\).

The electrical side can be read in the same way. Inserting \(Q=\Delta T_g/\theta+STI\) into \(\Delta T-\Delta T_g=\Theta Q\) gives

\[
\Delta T_g=\frac{x}{1+x}\left(\Delta T-\Theta STI\right).
\]

A larger current thus pulls down the junction temperature difference. With \(S^2T\Theta=R\,ZT/x\), the terminal voltage \(V=S\Delta T_g-IR\) is

\[
V=\frac{x}{1+x}S\Delta T-IR\left(1+\frac{ZT}{1+x}\right).
\]

The module behaves as a source whose internal resistance exceeds \(R\). For a given leg geometry, the best load equals this internal resistance, so \(m=1+ZT/(1+x)\). At \(x=\sqrt{1+ZT}\) we have \(ZT=(x-1)(x+1)\), and this gives \(m=x\), as found above.

The efficiency gives another view of the optimum. Dividing \(P\) by \(Q\) at given junction temperatures,

\[
\frac PQ=\frac{Z\Delta T_g\,m}{(1+m)(a+m)}
=\frac{Z\Delta T_g}{1+a+m+a/m}.
\]

The sum \(m+a/m\) is smallest at \(m=\sqrt a\), where \(P/Q=(\Delta T_g/T)(\sqrt a-1)/(\sqrt a+1)\). The load for maximum power in the complete optimization is thus also the load at which the legs are most efficient for their own temperature difference. Multiplying by \(Q=\Delta T/(2\Theta)\), with \(\Delta T_g=\Delta T/2\), returns \(P_{\max}\).

The factor \(\sqrt{1+ZT}\) depends on both ratios being free. If the load is tied to the module by \(m=1\), then \(D=2x+1+a\), and \(x/D^2\) is largest when \(2x=1+a\), which gives \(\theta=\Theta(1+ZT/2)\). For small \(ZT\) the two rules agree to first order, since \(\sqrt{1+ZT}\approx1+ZT/2\), and the power tends to \(Z\Delta T^2/(16\Theta)\). For large \(ZT\) they separate. The power of the full optimum then approaches \(\Delta T^2/(4\Theta T)\), while the required leg resistance grows as \(\Theta\sqrt{ZT}\).

The fixed reservoir temperatures matter as well. Suppose instead that the source forces a fixed heat flow \(Q\) through the module. Then \(\Delta T_g=Q\theta(1+m)/(1+m+ZT)\), and

\[
P=ZQ^2\theta\,\frac{m}{(1+m+ZT)^2}.
\]

At fixed \(m\) the power now rises in proportion to \(\theta\), and so does the junction temperature difference. No matching condition stops the growth; the permitted chip temperature does, or the end of the small-difference regime. The theorem therefore applies to a generator that taps heat from a lid whose temperature is held by another cooler. If the lid cools in proportion to the heat drawn, that proportionality constant is a thermal resistance and belongs in \(\Theta\), and \(T_H\) is then the lid temperature with no heat drawn.

For a worked example, take a lid at 335 K and air at 315 K, so that \(\Delta T=20\) K and \(T=325\) K. Interface layers and the module's hot plate contribute 2 K/W, and the cold plate with a small fan-blown sink 8 K/W, so \(\Theta=10\) K/W. The leg properties are rough typical values for bismuth telluride near room temperature: \(s=200\) µV/K, \(\rho=1.0\) mΩ cm and \(k=1.5\) W/(m K). Then

\[
Z=\frac{(200\times10^{-6})^2}{1.5\times1.0\times10^{-5}}\ \mathrm{K^{-1}}
=2.67\times10^{-3}\ \mathrm{K^{-1}},
\]

so \(ZT=0.867\) and \(\sqrt{1+ZT}=1.366\). The legs should have an open-circuit resistance of 13.66 K/W. With 64 legs of 0.25 mm² each, \(L=\theta knA\) gives

\[
L=13.66\times1.5\times64\times0.25\times10^{-6}\ \mathrm m
=328\ \text{µm}.
\]

The module resistance is \(R=n\rho L/A=0.839\) Ω, and the best load is \(1.366R=1.147\) Ω. Half the temperature difference, 10 K, lies across the legs. With \(S=12.8\) mV/K the current is \(128\ \mathrm{mV}/(0.839+1.147)\ \Omega=64.4\) mA, and the power is

\[
P=(0.0644\ \mathrm A)^2\times1.147\ \Omega=4.76\ \mathrm{mW}.
\]

The heat drawn is \(10\ \mathrm K/(10\ \mathrm{K/W})=1.0\) W, so 0.48 % of it becomes electrical power. Most of this smallness comes from the small temperature difference: even for \(ZT\to\infty\) the same heat flow and the same 10 K would give only \(10/325\), about 3 %.

The maximum is flat. Legs with \(\theta=\Theta\), which are 240 µm long, give, in the small-difference formula, 5.4 % less power than the optimum if the load also equals \(R\), and 2.3 % less if the load is chosen anew. The rule thus changes the leg length by more than a third compared with simple matching, but the power by only a few per cent at this \(ZT\).

The finite temperature difference hardly matters here. With Joule heat and separate junction temperatures included, the best \(x\) at 20 K is 1.373 instead of 1.366, and the power is 0.1 % below the formula. At 60 K, with the same mean temperature and constant properties, \(x\) is 1.385 and the power is 0.3 % below the formula. The size and sign of these shifts depend on how \(\Theta\) is divided. They practically vanish for an even split and reverse if 8 K/W lie on the hot side, where \(x\) is 1.360 and the power 0.1 % above the formula at 20 K.

Real modules depart further from the model through their contacts and the gap between the legs. A contact resistivity of roughly \(10^{-6}\) Ω cm² at each leg end adds 6.1 % to the electrical resistance at the ideal length. This addition does not shrink with the legs, so it penalizes short ones: the best length rises to 353 µm, and the power falls to 4.56 mW. This is a good contact. One ten times worse would add 61 % at the ideal length, far too much to neglect in the design: the best length would be about 500 µm, the power 3.5 mW, and keeping 328 µm would cost 5 % of that. On a module of 1 cm², with the plates taken exactly one leg length apart, air between the legs conducts 9.8 % as much heat as the legs, and radiation between black plates adds about 0.9 %. Together these leaks move the best length to 352 µm and the power to 4.41 mW.

The shift due to air can be understood from the theorem itself. With the gap equal to \(L\), the air conductance also varies as \(1/L\), so the module obeys the same rule with \(K\) multiplied by 1.098 and \(Z\) divided by 1.098. The resistance of the legs alone should then be

\[
\frac{\theta}{\Theta}=1.098\sqrt{1+\frac{0.867}{1.098}}=1.47,
\]

which is what the full equations give with air alone at small temperature difference (1.469). At 20 K the finite difference raises this to 1.475, and radiation, whose conductance does not vary with \(L\), lowers it to the computed 1.466.

With contacts and leakage together, the best length is 376 µm and the power 4.24 mW, 11 % below the ideal value. Keeping the original 328 µm and adjusting only the load costs just 0.5 % of that power. For these parameters the square-root rule is thus a sound starting length, although it overestimates the power. These figures leave out the metal strips joining the legs, and the temperature dependence of the material. The strips act in two ways. Copper strips 0.5 mm wide at a pitch of 1.25 mm add roughly 10 % to the electrical resistance if they are 35 µm thick, which moves the best length to about 400 µm and the power to about 4.0 mW. Strips 300 µm thick add only about 1 %, but they widen the air gap, so that the air share drops from 9.8 % to about 4 % and the leaks alone hardly shift the best length. In both cases keeping 328 µm costs about 1 % or less. For a Seebeck slope of roughly 0.2 µV/K², the Thomson heat is about 1 % of the Peltier heat. The current density, 26 A/cm², follows from the ideal design.

The constant sink resistance assumes that the fan sets the air flow. In natural convection the sink resistance would depend on the heat passing through it, and \(\Theta\) would not be fixed. The fan must also be running for some other purpose: if it served the generator alone, its consumption would have to be subtracted from these few milliwatts, and would probably exceed them. The numerical output lists the inputs and results of the example.

## Calculated quantities

```
Seebeck coefficient per leg: 200 uV/K
Electrical resistivity: 1.00 mohm cm
Thermal conductivity: 1.50 W/(m K)
Legs: 64; area of each: 0.25 mm2
Module area: 1.00 cm2
Reservoirs: 335 K and 315 K
Mean temperature: 325 K; difference: 20 K
External resistance, hot side: 2.0 K/W
External resistance, cold side: 8.0 K/W
External resistance, total: 10.0 K/W
Z: 2.6667 1e-3/K; ZT: 0.8667
sqrt(1+ZT): 1.3663
Optimal open-circuit leg resistance: 13.663 K/W
Leg resistance under load: 10.000 K/W
Optimal leg length: 327.9 um
Module Seebeck coefficient: 12.80 mV/K
Module electrical resistance: 0.8394 ohm
Optimal load resistance: 1.1469 ohm
Junction temperature difference: 10.0 K
Current: 64.44 mA
Current density: 25.78 A/cm2
Heat drawn: 1.000 W
Maximum power, small-difference formula: 4.763 mW
Power over heat drawn: 0.476 %
Best x when m=1: 1.4333
Relative power at x=1, m=1: 0.9456
Relative power at x=1, best m: 0.9766
Largest relative test error at 0.01 K: 5.4e-06
Finite difference 20 K: x 1.3726, m 1.3692, power/formula 0.9990
Finite difference 60 K: x 1.3851, m 1.3749, power/formula 0.9970
Contact resistivity: 1.0 1e-6 ohm cm2
Contact/leg electrical resistance: 6.10 %
Air conductivity: 0.028 W/(m K)
Air/leg heat conductance: 9.80 %
Radiation/leg conductance, black: 0.89 %
Seebeck slope: 0.2 uV/K2
Thomson/Peltier heat: 1.00 %
With contacts, 20 K: length 353.0 um, x 1.4710, power 4.561 mW
With gap leakage, 20 K: length 351.7 um, x 1.4656, power 4.411 mW
With contacts and leakage, 20 K: length 376.1 um, x 1.5672, power 4.236 mW
Both effects, original length: 4.216 mW
Power lost by not re-optimizing: 0.487 %
```
